# Vineyard's Prefactor for Ion Hops and the Resulting Field Drift: verification in Python

```python
# RESULT UNDER TEST (Vineyard's harmonic, classical hop rate):
#   k = nu_star * exp(-barrier/kT),
#   nu_star = product of N well frequencies / product of N-1 stable saddle frequencies.
# Model: x = ion position along the path, y = ion position across the path,
#        u = displacement of one movable host unit.
#   V = B/2 (1-cos t) + B2 (1-cos 2t) + 1/2 [k0 + k1 (1-cos t)/2] y^2
#       + 1/2 ku (u - s sin t)^2,   t = 2 pi x / a
# Internal units: eV, angstrom, atomic mass unit; time unit = angstrom*sqrt(u/eV).
# D = mass-weighted Hessian, with eigenvalues omega^2; omega_b^2 = -(negative one).
import numpy as np
from scipy import constants as const
from scipy.linalg import expm, null_space
from scipy.optimize import root

time_unit = const.angstrom * np.sqrt(const.atomic_mass / const.e)   # s
kB = const.k / const.e                                              # eV/K
hbar = const.hbar / const.e / time_unit                             # eV * time unit

a, B, B2 = 3.0, 1.0, 0.03
k0, k1, ku, s = 2.0, 4.0, 3.0, 0.4
mass_ion, mass_host = 64.0, 60.0
masses = np.array([mass_ion, mass_ion, mass_host])
root_m = np.sqrt(masses)
wave = 2 * np.pi / a
temperature = 400.0
kT = kB * temperature


def potential(x, y, u):
    t = wave * x
    return (B / 2 * (1 - np.cos(t)) + B2 * (1 - np.cos(2 * t))
            + 0.5 * (k0 + k1 * (1 - np.cos(t)) / 2) * y**2
            + 0.5 * ku * (u - s * np.sin(t))**2)


def gradient(q):
    x, y, u = q
    t = wave * x
    stretch = u - s * np.sin(t)
    gx = (B / 2 * wave * np.sin(t) + 2 * B2 * wave * np.sin(2 * t)
          + k1 / 4 * wave * np.sin(t) * y**2
          - ku * stretch * s * wave * np.cos(t))
    gy = (k0 + k1 * (1 - np.cos(t)) / 2) * y
    return np.array([gx, gy, ku * stretch])


def hessian(q, step=1e-4):
    rows = [(gradient(q + step * e) - gradient(q - step * e)) / (2 * step)
            for e in np.eye(3)]
    H = np.array(rows)
    return (H + H.T) / 2


def weighted(H):
    return H / np.outer(root_m, root_m)


def vineyard_prefactor(H_well, H_saddle):
    well = np.linalg.eigvalsh(weighted(H_well))
    saddle = np.linalg.eigvalsh(weighted(H_saddle))
    assert well[0] > 0 and saddle[0] < 0 < saddle[1]
    nu_well = np.sqrt(well) / (2 * np.pi)
    nu_saddle = np.sqrt(saddle[1:]) / (2 * np.pi)
    return np.prod(nu_well) / np.prod(nu_saddle)


# --- gradient agrees with the potential at a general point
q_test = np.array([0.7, 0.3, -0.2])
numeric = [(potential(*(q_test + 1e-5 * e)) - potential(*(q_test - 1e-5 * e))) / 2e-5
           for e in np.eye(3)]
assert np.allclose(numeric, gradient(q_test), atol=1e-7)

# --- stationary points and their Hessians, against closed forms
q_well, q_saddle = np.zeros(3), np.array([a / 2, 0.0, 0.0])
assert np.allclose(gradient(q_well), 0, atol=1e-12)
assert np.allclose(gradient(q_saddle), 0, atol=1e-12)
barrier = potential(*q_saddle) - potential(*q_well)
H_well, H_saddle = hessian(q_well), hessian(q_saddle)
c = s * wave
closed_well = np.array([[(B/2 + 4*B2)*wave**2 + ku*c**2, 0, -ku*c],
                        [0, k0, 0], [-ku*c, 0, ku]])
closed_saddle = np.array([[(-B/2 + 4*B2)*wave**2 + ku*c**2, 0, ku*c],
                          [0, k0 + k1, 0], [ku*c, 0, ku]])
assert np.allclose(H_well, closed_well, atol=1e-5)
assert np.allclose(H_saddle, closed_saddle, atol=1e-5)

D_saddle = weighted(H_saddle)
lam_well = np.linalg.eigvalsh(weighted(H_well))
lam_saddle, vec_saddle = np.linalg.eigh(D_saddle)
omega_b = np.sqrt(-lam_saddle[0])
nu_star = vineyard_prefactor(H_well, H_saddle)
det_form = omega_b / (2*np.pi) * np.sqrt(np.linalg.det(H_well)
                                         / abs(np.linalg.det(H_saddle)))
assert abs(det_form / nu_star - 1) < 1e-8

# --- full anharmonic flux by quadrature, for two dividing planes
n_mode = vec_saddle[:, 0] * np.sign(vec_saddle[0, 0])
n_x = np.array([1.0, 0.0, 0.0])
gx = np.linspace(-a/2, a/2, 161)
gy = np.linspace(-1.2, 1.2, 121)
gu = np.linspace(-1.5, 1.5, 161)
V_well = potential(gx[:, None, None], gy[None, :, None], gu[None, None, :])
cell = (gx[1]-gx[0]) * (gy[1]-gy[0]) * (gu[1]-gu[0]) * np.prod(root_m)
sy = np.linspace(-0.8, 0.8, 401)[:, None]
su = np.linspace(-1.0, 1.0, 401)[None, :]


def flux_prefactors(T):
    t = kB * T
    Z_well = np.exp(-V_well / t).sum() * cell
    out = []
    for n in (n_mode, n_x):
        x_plane = a/2 - n[2]/n[0] * root_m[2]/root_m[0] * su
        area = (sy[1, 0]-sy[0, 0]) * (su[0, 1]-su[0, 0]) * root_m[1]*root_m[2]/n[0]
        surface = np.exp(-(potential(x_plane, sy, su) - barrier) / t).sum() * area
        out.append(np.sqrt(t / (2*np.pi)) * surface / Z_well)
    return np.array(out)


temps = [400.0, 200.0, 100.0, 50.0]
ratios = np.array([flux_prefactors(T) / nu_star for T in temps])
limit = 2 * ratios[3] - ratios[2]          # removes the error linear in T
overcount = 1 / np.sqrt(omega_b**2 * abs(n_x @ np.linalg.inv(D_saddle) @ n_x))
assert abs(limit[0] - 1) < 3e-3
assert abs(limit[1] / overcount - 1) < 3e-3
assert overcount > 1.05
assert abs(ratios[0, 0] - 1) < 0.15

# --- every admissible plane carries at least the flux of the mode plane
rng = np.random.default_rng(7)
admissible = 0
for trial in range(300):
    n = n_mode + 0.5 * rng.normal(size=3)
    n /= np.linalg.norm(n)
    basis = null_space(n[None, :])
    in_plane = np.linalg.eigvalsh(basis.T @ D_saddle @ basis)
    if in_plane[0] > 0:
        admissible += 1
        assert np.prod(in_plane) <= np.prod(lam_saddle[1:]) * (1 + 1e-10)
        shortcut = np.linalg.det(D_saddle) * (n @ np.linalg.inv(D_saddle) @ n)
        assert np.isclose(np.prod(in_plane), shortcut, rtol=1e-7, atol=1e-12)
assert admissible > 20


# --- trajectories in the full potential: transmission of each plane
def transmission(n, T, count=40000, dt=0.4, steps=110):
    t = kB * T
    basis = null_space(n[None, :])
    cov = t * np.linalg.inv(basis.T @ D_saddle @ basis)
    Q = rng.multivariate_normal(np.zeros(2), cov, count) @ basis.T
    P = np.sqrt(t) * rng.normal(size=(count, 3))
    P -= np.outer(P @ n, n)
    direction = np.where(np.arange(count) % 2 == 0, 1.0, -1.0)
    speed = np.sqrt(-2 * t * np.log(1 - rng.random(count)))   # flux-weighted
    P += np.outer(direction * speed, n)
    q = (q_saddle + Q / root_m).T
    v = (P / root_m).T
    force = -gradient(q)
    for _ in range(steps):
        v = v + 0.5 * dt * force / masses[:, None]
        q = q + dt * v
        force = -gradient(q)
        v = v + 0.5 * dt * force / masses[:, None]
    right = q[0] > a / 2
    return right[direction > 0].mean() - right[direction < 0].mean()


T_traj = 100.0
kappa_mode = transmission(n_mode, T_traj)
kappa_x = transmission(n_x, T_traj)
assert kappa_mode > 0.97
assert abs(kappa_x - 1 / overcount) < 0.02   # sampling error plus anharmonicity

# --- quantum vibrations: explicit level sums against the leading correction
levels = np.arange(2000) + 0.5


def quantum_over_classical(omega):
    z = hbar * omega / kT
    return np.exp(-levels * z).sum() * z


w_well, w_saddle = np.sqrt(lam_well), np.sqrt(lam_saddle[1:])
quantum_factor = (np.prod([quantum_over_classical(w) for w in w_saddle])
                  / np.prod([quantum_over_classical(w) for w in w_well]))
leading = 1 + (hbar/kT)**2 * (lam_well.sum() - lam_saddle[1:].sum()) / 24
assert abs(quantum_factor - leading) < 1e-3

# --- drift in a field: stationary points found again with the field on
field = 1e8                                  # V/m, equal to 1 MV/cm
F = field * const.angstrom                   # eV/angstrom for charge +e
rate0 = nu_star * np.exp(-barrier / kT)


def stationary(guess):
    sol = root(lambda q: gradient(q) - np.array([F, 0, 0]), guess, tol=1e-12)
    assert np.max(np.abs(gradient(sol.x) - np.array([F, 0, 0]))) < 1e-9
    return sol.x


def field_rate(saddle_guess):
    q0, q1 = stationary(q_well), stationary(saddle_guess)
    dV = potential(*q1) - potential(*q0) - F * (q1[0] - q0[0])
    return vineyard_prefactor(hessian(q0), hessian(q1)) * np.exp(-dV/kT), dV


forward, barrier_f = field_rate(q_saddle)
backward, barrier_b = field_rate(-q_saddle)
bias = F * a / (2 * kT)
v_full = a * (forward - backward)
v_sinh = 2 * a * rate0 * np.sinh(bias)
assert abs(v_full / v_sinh - 1) < 0.01       # terms of second order in the field
sites = 61
G = np.zeros((sites, sites))
for i in range(sites - 1):
    G[i+1, i] += forward / rate0
    G[i, i] -= forward / rate0
    G[i, i+1] += backward / rate0
    G[i+1, i+1] -= backward / rate0
start = np.zeros(sites)
start[sites // 2] = 1
mean_site = (np.arange(sites) - sites // 2) @ (expm(3 * G) @ start)
assert abs(mean_site * a * rate0 / 3 / v_full - 1) < 1e-6

# --- printed numbers
THz = 1e-12 / time_unit
v_nm = v_sinh * 0.1 / time_unit
print(f"step length a = {a:.1f} angstrom; ion mass = {mass_ion:.0f} u; "
      f"host mass = {mass_host:.0f} u")
print(f"B = {B:.2f} eV; B2 = {B2:.2f} eV; s = {s:.1f} angstrom")
print(f"k0, k1, ku = {k0:.1f}, {k1:.1f}, {ku:.1f} eV/angstrom^2")
print(f"temperature = {temperature:.0f} K; kT = {kT:.5f} eV")
print(f"barrier = {barrier:.4f} eV; barrier/kT = {barrier/kT:.3f}")
for name, H in (("well", H_well), ("saddle", H_saddle)):
    print(f"{name} Hessian xx, xu, yy, uu = {H[0,0]:.4f}, {H[0,2]:.4f}, "
          f"{H[1,1]:.4f}, {H[2,2]:.4f} eV/angstrom^2")
    print(f"{name} Hessian determinant = {np.linalg.det(H):.4f} (eV/angstrom^2)^3")
print("well frequencies =", np.round(w_well/(2*np.pi)*THz, 4), "THz")
print("stable saddle frequencies =", np.round(w_saddle/(2*np.pi)*THz, 4), "THz")
print(f"unstable mode omega_b/(2 pi) = {omega_b/(2*np.pi)*THz:.4f} THz")
print("unstable mode vector (mass-weighted x, y, u) =", np.round(n_mode + 0.0, 4))
print(f"product of well frequencies = {np.prod(w_well/(2*np.pi)*THz):.4f} THz^3")
print(f"product of stable saddle frequencies = "
      f"{np.prod(w_saddle/(2*np.pi)*THz):.4f} THz^2")
print(f"Vineyard prefactor = {nu_star*THz:.4f} THz")
print(f"hop rate, one direction, no field = {rate0/time_unit:.4f} 1/s")
for T, r in zip(temps, ratios):
    print(f"full flux/Vineyard at {T:.0f} K: mode plane {r[0]:.5f}, x plane {r[1]:.5f}")
print(f"extrapolated to 0 K: mode plane {limit[0]:.5f}, x plane {limit[1]:.5f}")
print(f"predicted overcount of x plane = {overcount:.5f}; "
      f"inverse = {1/overcount:.4f}")
print(f"trajectory transmission at {T_traj:.0f} K: mode plane {kappa_mode:.3f}, "
      f"x plane {kappa_x:.3f}")
print("hbar omega/kT in well =", np.round(hbar*w_well/kT, 4))
print("hbar omega/kT at saddle, stable =", np.round(hbar*w_saddle/kT, 4))
print(f"hbar omega_b/kT = {hbar*omega_b/kT:.4f}")
print(f"quantum/classical rate, level sums = {quantum_factor:.5f}; "
      f"leading formula = {leading:.5f}")
print(f"local field = {field/1e8:.1f} MV/cm; q E a/2 = {F*a/2:.4f} eV; "
      f"q E a/(2kT) = {bias:.4f}")
print(f"barriers in field: forward {barrier_f:.5f} eV, backward {barrier_b:.5f} eV")
print(f"rates in field: forward {forward/time_unit:.4f} 1/s, "
      f"backward {backward/time_unit:.4f} 1/s")
print(f"drift velocity: sinh law {v_nm:.5f} nm/s, "
      f"full field calculation {v_full*0.1/time_unit:.5f} nm/s")
print(f"time to drift 100 nm (sinh law) = {100/v_nm:.0f} s")
print("all assertions hold")
```

It prints:

```
step length a = 3.0 angstrom; ion mass = 64 u; host mass = 60 u
B = 1.00 eV; B2 = 0.03 eV; s = 0.4 angstrom
k0, k1, ku = 2.0, 4.0, 3.0 eV/angstrom^2
temperature = 400 K; kT = 0.03447 eV
barrier = 1.0000 eV; barrier/kT = 29.011
well Hessian xx, xu, yy, uu = 4.8251, -2.5133, 2.0000, 3.0000 eV/angstrom^2
well Hessian determinant = 16.3177 (eV/angstrom^2)^3
saddle Hessian xx, xu, yy, uu = 0.4386, 2.5133, 6.0000, 3.0000 eV/angstrom^2
saddle Hessian determinant = -30.0036 (eV/angstrom^2)^3
well frequencies = [2.2218 2.7636 5.0705] THz
stable saddle frequencies = [4.2632 4.7867] THz
unstable mode omega_b/(2 pi) = 2.0688 THz
unstable mode vector (mass-weighted x, y, u) = [ 0.8572  0.     -0.515 ]
product of well frequencies = 31.1334 THz^3
product of stable saddle frequencies = 20.4067 THz^2
Vineyard prefactor = 1.5256 THz
hop rate, one direction, no field = 0.3837 1/s
full flux/Vineyard at 400 K: mode plane 1.00442, x plane 1.22223
full flux/Vineyard at 200 K: mode plane 1.00238, x plane 1.22111
full flux/Vineyard at 100 K: mode plane 1.00124, x plane 1.22038
full flux/Vineyard at 50 K: mode plane 1.00063, x plane 1.21998
extrapolated to 0 K: mode plane 1.00002, x plane 1.21958
predicted overcount of x plane = 1.21955; inverse = 0.8200
trajectory transmission at 100 K: mode plane 1.000, x plane 0.817
hbar omega/kT in well = [0.2666 0.3316 0.6084]
hbar omega/kT at saddle, stable = [0.5115 0.5743]
hbar omega_b/kT = 0.2482
quantum/classical rate, level sums = 0.99833; leading formula = 0.99832
local field = 1.0 MV/cm; q E a/2 = 0.0150 eV; q E a/(2kT) = 0.4352
barriers in field: forward 0.98505 eV, backward 1.01505 eV
rates in field: forward 0.5921 1/s, backward 0.2480 1/s
drift velocity: sinh law 0.10338 nm/s, full field calculation 0.10324 nm/s
time to drift 100 nm (sinh law) = 967 s
all assertions hold
```
